# The weak-coupling polaron shift in an ideal plane and in bulk, part 1

(Sections cited here and not found follow in the second part.)

## From one phonon mode to the factor π/2

### One phonon mode

Consider an electron held in the plane $z=0$ of a polar crystal, and keep one longitudinal optical (LO) phonon mode, with energy $\hbar\omega$ and wavevector $\mathbf q$ along $z$. The phase of the lattice wave is the same everywhere in the plane, so the electron's position drops out of the coupling. With the constant phase absorbed into the phonon operator $a$, and with $V$ real, the Hamiltonian for an electron at rest is

$$H_1=\hbar\omega\,a^\dagger a+V(a+a^\dagger).\tag{1}$$

Define $b=a+V/\hbar\omega$. Since $b$ differs from $a$ by a number, $[b,b^\dagger]=1$. Multiplying out gives $\hbar\omega\,b^\dagger b=\hbar\omega\,a^\dagger a+V(a+a^\dagger)+V^2/\hbar\omega$, so that

$$H_1=\hbar\omega\,b^\dagger b-\frac{V^2}{\hbar\omega}.\tag{2}$$

The ground state has $b^\dagger b=0$. The oscillator has moved to a new equilibrium position, and the energy has fallen by $V^2/\hbar\omega$.

Now let the electron move freely in all three directions, with mass $m$. The coupling to the same mode is $V(a\,e^{iqz}+a^\dagger e^{-iqz})$. Emission of a phonon of momentum $\hbar q$ gives an electron initially at rest the momentum $-\hbar q$. The state with one phonon therefore lies above the initial state by $\hbar\omega+\hbar^2q^2/2m$. For small $V$, the mixed state has the form $|0;0\rangle+c\,|{-q};1\rangle$, where the entries are the electron wavevector and the phonon number. Projecting the Schrödinger equation on the second component, to first order in $V$, gives

$$V+c\left(\hbar\omega+\frac{\hbar^2q^2}{2m}\right)=0,\qquad
\Delta E=Vc=-\frac{V^2}{\hbar\omega+\hbar^2q^2/2m}.\tag{3}$$

The second equality is the projection on the first component. Comparison of (2) with (3) shows what confinement does. The electron in the plane cannot recoil along $z$, and the missing recoil energy makes the denominator smaller and the lowering larger. If $\hbar^2q^2/2m=\hbar\omega$, this mode lowers the energy of the confined electron twice as much as that of the free one. For a mode with $\mathbf q$ in the plane, the recoil is the same in both cases and confinement makes no difference. The polaron shift sums such terms over all directions and lengths of $\mathbf q$.

### The model and the strength of its coupling

The full model has one electron in an otherwise empty band with isotropic parabolic mass $m$. It couples linearly to bulk LO phonons whose energy $\hbar\omega$ does not depend on wavevector. The temperature is zero until stated otherwise. The Fröhlich Hamiltonian is

$$H=\frac{\mathbf p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,a_{\mathbf q}^\dagger a_{\mathbf q}
+\sum_{\mathbf q}\left(V_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V_{\mathbf q}^*a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).\tag{4}$$

The size of $V_{\mathbf q}$ follows from electrostatics. Let two charges $-e$ be fixed at $\mathbf r_1$ and $\mathbf r_2$. Each mode then couples through $V_{\mathbf q}(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})$. Completing the square as in (2) lowers the energy by the squared modulus of this amplitude over $\hbar\omega$:

$$-\frac{1}{\hbar\omega}\sum_{\mathbf q}|V_{\mathbf q}|^2\left[2+2\cos\mathbf q\cdot(\mathbf r_1-\mathbf r_2)\right].\tag{5}$$

The constant 2 in the bracket is the sum of the two self-energies. The cosine is the interaction carried by the lattice.

That interaction is also known from the dielectric constants. When the ions cannot follow, the charges repel with energy $e^2/4\pi\varepsilon_0\varepsilon_\infty r$, where $r=|\mathbf r_1-\mathbf r_2|$. When the ions relax fully, the energy is $e^2/4\pi\varepsilon_0\varepsilon_s r$. The lattice therefore contributes the difference,

$$-\frac{2}{\hbar\omega}\sum_{\mathbf q}|V_{\mathbf q}|^2\cos\mathbf q\cdot\mathbf r
=-\frac{e^2\kappa}{4\pi\varepsilon_0 r},\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.\tag{6}$$

Poisson's equation $-\nabla^2(1/4\pi r)=\delta(\mathbf r)$ gives the Fourier component of $1/4\pi r$. In a crystal of volume $\Omega$ the delta function has components $1/\Omega$, and $-\nabla^2$ multiplies each component by $q^2$. Hence

$$\frac1{4\pi r}=\frac1\Omega\sum_{\mathbf q}\frac{e^{i\mathbf q\cdot\mathbf r}}{q^2}.\tag{7}$$

The sine part cancels between $\mathbf q$ and $-\mathbf q$. Equating coefficients in (6) gives

$$|V_{\mathbf q}|^2=\frac{\hbar\omega\,e^2\kappa}{2\varepsilon_0\Omega q^2}.\tag{8}$$

Two definitions put this into standard form. The polaron length $r_p$ is chosen so that the recoil energy equals $\hbar\omega$ at $q=1/r_p$. The Fröhlich constant $\alpha$ is a dimensionless measure of the coupling:

$$r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad
\alpha=\frac{e^2\kappa}{8\pi\varepsilon_0 r_p\hbar\omega}.\tag{9}$$

From the second definition, $e^2\kappa/2\varepsilon_0=4\pi\alpha r_p\hbar\omega$, and (8) becomes

$$|V_{\mathbf q}|^2=(\hbar\omega)^2\,\frac{4\pi\alpha r_p}{\Omega q^2}.\tag{10}$$

### Second-order energy

The unperturbed state has the electron at rest and no phonons. The coupling changes the phonon number by one, so its expectation value in this state vanishes and there is no first-order shift. In second order, the electron emits a phonon and reabsorbs it. Each mode contributes a term of the form (3), and modes do not mix at this order because a phonon must be reabsorbed by the operator of its own mode:

$$\Delta E=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{\hbar\omega+R_{\mathbf q}}.\tag{11}$$

Here $R_{\mathbf q}$ is the kinetic energy of recoil. All terms are negative. The shift is measured from the band edge that the electron would have without the LO coupling, or from the corresponding subband edge for a confined electron.

### The bulk shift

In the bulk, the definition of $r_p$ gives $R_{\mathbf q}=\hbar^2q^2/2m=\hbar\omega x^2$, with $x=qr_p$. The sum becomes $\Omega/(2\pi)^3$ times an integral over $4\pi q^2\,dq$. Substitution of (10) in (11) gives

$$\Delta E_{3D}=-\frac{\Omega}{8\pi^3}\int_0^\infty4\pi q^2\,dq\;
\frac{(\hbar\omega)^2\,4\pi\alpha r_p}{\Omega q^2}\,
\frac{1}{\hbar\omega(1+x^2)}.\tag{12}$$

The volume cancels, and so does $q^2$. The numerical factor is $16\pi^2/8\pi^3=2/\pi$, and $r_p\,dq=dx$. Since the integral of $1/(1+x^2)$ is $\arctan x$,

$$\Delta E_{3D}=-\frac2\pi\,\alpha\hbar\omega\int_0^\infty\frac{dx}{1+x^2}
=-\frac2\pi\,\alpha\hbar\omega\cdot\frac\pi2=-\alpha\hbar\omega.\tag{13}$$

By (9), this energy equals $-e^2\kappa/8\pi\varepsilon_0r_p$. It is an electrostatic energy at the distance $r_p$, which is set by the recoil. A heavier electron recoils less, has a smaller $r_p$, and gains more energy. For $m\to\infty$ the continuum result diverges, because a fixed point charge has an infinite self-energy. The atomic structure of the crystal, which (4) leaves out, removes that divergence.

### The shift in the plane

"Ideal two-dimensional" means that the electron's wavefunction along $z$ has zero thickness and that excitation across the thickness costs infinite energy. The phonons remain those of the three-dimensional crystal. Write $\mathbf q=(\mathbf p,q_z)$, where $\mathbf p$ from here on denotes the in-plane wavevector. At $z=0$ the factor $e^{iq_zz}$ equals one. The phonon transfers in-plane momentum only, and

$$R_{\mathbf q}=\frac{\hbar^2p^2}{2m}=\hbar\omega\,(pr_p)^2.\tag{14}$$

The denominator in (11) no longer depends on $q_z$, so the couplings can be summed over $q_z$ first. Let the crystal have thickness $L$ and area $A$, with $\Omega=AL$. Then

$$\sum_{q_z}\frac1{p^2+q_z^2}=\frac L{2\pi}\int_{-\infty}^\infty\frac{dq_z}{p^2+q_z^2}
=\frac L{2\pi}\cdot\frac\pi p=\frac L{2p}.\tag{15}$$

Multiplying by $(\hbar\omega)^2\,4\pi\alpha r_p/(AL)$ gives the coupling summed over all phonons that share one in-plane wavevector:

$$\sum_{q_z}|V_{\mathbf q}|^2=(\hbar\omega)^2\,\frac{2\pi\alpha r_p}{Ap}.\tag{16}$$

The remaining sum over $\mathbf p$ is $A/(2\pi)^2$ times an integral over $2\pi p\,dp$. With $x=pr_p$,

$$\Delta E_{2D}=-\frac{A}{4\pi^2}\int_0^\infty2\pi p\,dp\;
\frac{(\hbar\omega)^2\,2\pi\alpha r_p}{Ap}\,\frac1{\hbar\omega(1+x^2)}.\tag{17}$$

The factors $A$ and $p$ cancel, and $4\pi^2/4\pi^2=1$. Therefore

$$\Delta E_{2D}=-\alpha\hbar\omega\int_0^\infty\frac{dx}{1+x^2}=-\frac\pi2\,\alpha\hbar\omega,\tag{18}$$

and, from (13),

$$\frac{\Delta E_{2D}}{\Delta E_{3D}}=\frac\pi2.\tag{19}$$

This comparison holds $m$, $\omega$, $\varepsilon_\infty$ and $\varepsilon_s$ fixed. If confinement changes them in such a way that $\alpha\hbar\omega$ differs between the two cases, the ratio of the shifts is no longer $\pi/2$.

The change from $1/q^2$ in (10) to $1/p$ in (16) is essential. A coupling proportional to $1/p^2$ in the plane would give the integral $\int dp/[p(1+p^2r_p^2)]$, which diverges logarithmically at small $p$. The sum over $q_z$ supplies the correct weaker singularity. It expresses the fact that the electric field of the charge spreads through the whole crystal.

### Where the factor comes from

The planar sum can be done in another order, which keeps the direction of $\mathbf q$ visible. Let $\theta$ be the angle between $\mathbf q$ and the normal, and let $x=qr_p$ again use the full length of $\mathbf q$. The recoil energy in the plane is $\hbar\omega x^2\sin^2\theta$. The volume element is $2\pi q^2\sin\theta\,dq\,d\theta$, and $4\pi\cdot2\pi/8\pi^3=1/\pi$, so

$$\Delta E_{2D}=-\frac{\alpha\hbar\omega}\pi\int_0^\pi\sin\theta\,d\theta
\int_0^\infty\frac{dx}{1+x^2\sin^2\theta}.\tag{20}$$

The substitution $u=x\sin\theta$ shows that the inner integral is $\pi/(2\sin\theta)$. For the bulk the factor $\sin^2\theta$ in the denominator is replaced by one, and the inner integral is $\pi/2$. At fixed direction, confinement thus multiplies the contribution by $1/\sin\theta$. The bulk contribution has equal weight in every element of solid angle, so the ratio of the shifts is the average of this factor over the sphere:

$$\left\langle\frac1{\sin\theta}\right\rangle
=\frac1{4\pi}\int_0^\pi\frac{2\pi\sin\theta\,d\theta}{\sin\theta}
=\frac12\int_0^\pi d\theta=\frac\pi2.\tag{21}$$

The factor $\pi/2$ measures the suppressed recoil along the normal. The enhancement $1/\sin\theta$ at fixed direction grows without limit as $\mathbf q$ approaches the normal, but the solid angle around the normal shrinks as $\sin\theta$ and the average stays finite.

### Which phonons matter, and how many

Both (13) and (18) contain the integral of $1/(1+x^2)$. Since $\arctan1=\pi/4$, half of each shift comes from $x<1$. Here $x$ refers to the full wavevector in the bulk and to its in-plane part in the plane. The fraction beyond a cutoff $X$ is

$$1-\frac2\pi\arctan X\simeq\frac2{\pi X}\qquad(X\gg1).\tag{22}$$

The continuum model therefore needs $r_p$ to be much larger than the lattice constant.

The first-order state shows how strongly the electron is dressed. By (3), the amplitude for one phonon in mode $\mathbf q$ has modulus $|V_{\mathbf q}|/(\hbar\omega+R_{\mathbf q})$. The mean phonon number is the sum of the squares. The same steps that gave (18) now give

$$\bar n_{2D}=\alpha\int_0^\infty\frac{dx}{(1+x^2)^2}=\frac{\pi\alpha}4,\qquad
\bar n_{3D}=\frac2\pi\cdot\frac{\pi\alpha}4=\frac\alpha2.\tag{23}$$

The integral follows from $x=\tan\phi$, which turns it into $\int_0^{\pi/2}\cos^2\phi\,d\phi=\pi/4$. Weak coupling means that these numbers are much smaller than one, so that the electron is accompanied by a phonon for a small part of the time. The phonon number is also larger by the factor $\pi/2$ in the plane, so this condition requires a smaller $\alpha$ there.

## Range of validity and a channel example

### Symbols and results carried over

The LO phonon energy is $\hbar\omega$, the electron mass is $m$, the polaron length is $r_p=\sqrt{\hbar/2m\omega}$, and $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$. The coupling constant is $\alpha=e^2\kappa/(8\pi\varepsilon_0r_p\hbar\omega)$. The squared coupling is $|V_{\mathbf q}|^2=(\hbar\omega)^2\,4\pi\alpha r_p/(\Omega q^2)$. To first order in $\alpha$, the shifts are $-\alpha\hbar\omega$ in the bulk and $-(\pi/2)\alpha\hbar\omega$ in the plane. In the plane, a sum over all phonons weighted with $|V_{\mathbf q}|^2/(\hbar\omega)^2$ becomes $\alpha\int_0^\infty dx$, where $x$ is the in-plane wavevector times $r_p$.

### The same factor in real space

Each denominator can be written as an integral over a dimensionless imaginary time $t$:

$$\frac1{1+x^2}=\int_0^\infty dt\,e^{-t}e^{-x^2t}.\tag{24}$$

The factor $e^{-x^2t}$ is the average of $e^{i\mathbf q\cdot\mathbf r}$ over a Gaussian distribution of displacements with variance $2t\,r_p^2$ in each direction open to the electron. By (7) and (10), $\sum_{\mathbf q}|V_{\mathbf q}|^2e^{i\mathbf q\cdot\mathbf r}=(\hbar\omega)^2\alpha r_p/r$. Equation (11) then becomes, in either geometry,

$$\Delta E=-\alpha\hbar\omega\int_0^\infty dt\,e^{-t}\left\langle\frac{r_p}r\right\rangle_t.\tag{25}$$

With $\rho=r/r_p$, the two averages are

$$\left\langle\frac1\rho\right\rangle_{3D}=\int_0^\infty\frac{4\pi\rho\,e^{-\rho^2/4t}}{(4\pi t)^{3/2}}d\rho=\frac{8\pi t}{(4\pi t)^{3/2}}=\frac1{\sqrt{\pi t}},\tag{26}$$

$$\left\langle\frac1\rho\right\rangle_{2D}=\int_0^\infty\frac{2\pi\,e^{-\rho^2/4t}}{4\pi t}d\rho=\frac{\sqrt{\pi t}}{2t}=\frac12\sqrt{\frac\pi t}.\tag{27}$$

Their ratio is $\pi/2$ at every $t$. An electron that spreads in two directions stays closer to the polarization it left behind than one that spreads in three. Since $\int_0^\infty e^{-t}t^{-1/2}dt=\sqrt\pi$, (25) returns both shifts. If a crystal has several dispersionless LO branches, each with coupling proportional to $1/q$, their second-order shifts add. Each carries the same ratio, and so does the total.

To first order in $\alpha$, the polaron shift is $-\alpha\hbar\omega$ in the bulk and $-(\pi/2)\alpha\hbar\omega$ in the ideal plane, and the factor $\pi/2$ comes from the suppressed recoil along the normal. What remains is to examine the next order in $\alpha$ and the effects of finite well width, temperature and other electrons, with numbers for a III-V channel.
